# Bottom-to-Top Growth in a Blind Cylindrical Hole: Diffusion-Reaction Model

## Problem

A film grows from a gas-phase species inside a blind cylindrical hole of diameter $d=100$ nm and depth $L=1000$ nm, so the aspect ratio is $a=L/d=10$. A molecule of the growth species that strikes the side wall or the bottom sticks with probability $s=0.01$. Otherwise it leaves again in a random direction. Growth on the side wall just inside the mouth, called the top here, proceeds at 1 nm/min. Find the growth rate at the bottom and its ratio to the growth rate at the top.

The following conditions define the model.

- The mean free path in the gas is much larger than $d$, so nearly every flight inside the hole ends at a wall and not in a collision with another molecule.
- Re-emission is diffuse: directions follow the cosine law, and speeds are those of a gas at the wall temperature, with mean speed $\bar v$.
- There is no surface diffusion and no reaction in the gas.
- The sticking probability is constant, and growth is proportional to the number of molecules that stick per area and time.
- The film is thin compared with $d$. In one minute the diameter at the top shrinks by about 2 nm out of 100 nm, so the geometry may be held fixed at the start of growth. As the hole narrows further, the ratio falls.

Constant $s$ describes continuous deposition as long as adsorbed molecules occupy only a small part of the surface. It also describes the beginning of a self-limiting atomic-layer dose, but not its end, which is treated separately below.

## First estimate by scaling

Between two wall collisions a molecule moves along the axis by a distance of order $d$, up or down with equal chance. After $N$ collisions its typical axial displacement is therefore of order $d\sqrt N$. Unless it leaves through the mouth first, it survives about $1/s$ collisions before it sticks. The depth it can reach is thus of order
$$
\lambda_{\rm est}=\frac{d}{\sqrt s}=\frac{d}{0.1}=10\,d=L .
$$
If the density falls by a factor $e$ over this length, the bottom-to-top ratio is about $e^{-L/\lambda_{\rm est}}=e^{-1}\approx0.37$.

The estimate suggests that the main controlling combination is $a\sqrt s$, here equal to one. The hole is therefore in the intermediate range, where growth is neither nearly uniform nor negligible at the bottom. Numerical factors in $\lambda_{\rm est}$ and the effect of the closed end are missing.

## Exact solution of the diffusion-reaction model

### Diffusivity

Let $\theta$ be the angle between a molecule's direction and the hole axis, and $\alpha$ the angle between the projection of that direction on the cross-section and the inward wall normal. The normal component of the unit direction vector is $\sin\theta\cos\alpha$, so the cosine law gives the probability
$$
dP=\frac{1}{\pi}\sin\theta\cos\alpha\;\sin\theta\,d\theta\,d\alpha ,\qquad 0<\theta<\pi,\quad -\frac{\pi}{2}<\alpha<\frac{\pi}{2}.
$$
It is normalized, since $\int\sin^2\theta\,d\theta=\pi/2$ and $\int\cos\alpha\,d\alpha=2$.

In the cross-section the flight is a chord of a circle, with length $d\cos\alpha$. The full path length is $\ell=d\cos\alpha/\sin\theta$, and the axial displacement is $z_f=\ell\cos\theta=d\cos\alpha\cos\theta/\sin\theta$. Hence
$$
\langle \ell\rangle=\frac d\pi\int_0^\pi\sin\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\frac d\pi\cdot2\cdot\frac\pi2=d ,
$$
$$
\langle z_f^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos^3\alpha\,d\alpha=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac23d^2 .
$$

Let $f(v)$ be the speed distribution in the gas. Fast molecules cross a surface more often, so emitted molecules have the distribution $vf(v)/\bar v$. For them $\langle1/v\rangle=\int f(v)\,dv/\bar v=1/\bar v$. Speed and direction are independent, so the mean flight time is $\langle t\rangle=\langle\ell\rangle\langle1/v\rangle=d/\bar v$.

Successive axial displacements are independent and have zero mean, so their mean squares add. Equating the growth of the mean square displacement to $2D$ per unit time gives
$$
D=\frac{\langle z_f^2\rangle}{2\langle t\rangle}=\frac{2d^2/3}{2d/\bar v}=\frac{d\bar v}{3}.
$$
This is the Knudsen diffusivity of a long cylinder.

### Loss at the surface

Half of the molecules near a surface move towards it, and their mean normal velocity is $\bar v/2$. For density $n$ the impinging flux is thus $n\bar v/4$. The flux that sticks is
$$
s\,\frac{n\bar v}{4}=kn,\qquad k=\frac{s\bar v}{4}.
$$
This assumes a nearly isotropic gas. A net flux into the surface disturbs the isotropy by a relative amount of order $s/2$, or 0.5% here, which is neglected.

### Balance in a slice

Let $z$ run from the mouth to the bottom, and let $J=-D\,dn/dz$ be the flux in that direction. In steady state, what enters a slice of thickness $dz$ and does not leave it must stick to its side wall:
$$
\frac{\pi d^2}{4}\left[J(z)-J(z+dz)\right]=\pi d\,dz\,kn .
$$
The bracket equals $-(dJ/dz)\,dz=D\,(d^2n/dz^2)\,dz$. Therefore
$$
\frac{d^2n}{dz^2}=\frac{4k}{dD}\,n=\frac{4}{d}\cdot\frac{s\bar v}{4}\cdot\frac{3}{d\bar v}\,n=\frac{3s}{d^2}\,n .
$$
With $\zeta=z/L$, both sides are multiplied by $L^2$:
$$
\frac{d^2n}{d\zeta^2}=\phi^2n,\qquad \phi=a\sqrt{3s}.
$$

### Boundary conditions and profile

At the mouth $n=n_0$. At the bottom the arriving diffusive flux equals the sticking flux, $-D\,dn/dz=kn$. Multiplication by $L/D$ gives
$$
\frac{dn}{d\zeta}=-\beta n\quad(\zeta=1),\qquad
\beta=\frac{kL}{D}=\frac{s\bar v}{4}\cdot\frac{3L}{d\bar v}=\frac{3sa}{4}.
$$
The general solution is conveniently written from the bottom upwards:
$$
n=A\cosh[\phi(1-\zeta)]+B\sinh[\phi(1-\zeta)] .
$$
At $\zeta=1$ its value is $A$ and its derivative is $-\phi B$. The bottom condition then reads $-\phi B=-\beta A$, so $B=\beta A/\phi$. The mouth condition fixes $A$:
$$
\frac{n(\zeta)}{n_0}=\frac{\cosh[\phi(1-\zeta)]+(\beta/\phi)\sinh[\phi(1-\zeta)]}{\cosh\phi+(\beta/\phi)\sinh\phi}.
$$
Growth is proportional to $n$ with the same factor on wall and bottom. The growth ratio is the density ratio at $\zeta=1$:
$$
\boxed{\frac{G_{\rm bottom}}{G_{\rm top}}=\frac{1}{\cosh\phi+(\beta/\phi)\sinh\phi}}
$$
Both $n_0$ and $\bar v$ have cancelled.

### Numbers

The parameters are $\phi^2=3\times0.01\times10^2=3$, so $\phi=1.7321$, and $\beta=3\times0.01\times10/4=0.075$, so $\beta/\phi=0.0433$. With $\cosh\phi=2.9146$ and $\sinh\phi=2.7377$,
$$
\frac{G_{\rm bottom}}{G_{\rm top}}=\frac{1}{2.9146+0.0433\times2.7377}=\frac1{3.0331}=0.330 .
$$
The bottom grows at $0.330\times1$ nm/min $=0.33$ nm/min, or 33% of the rate at the top. A finite-volume particle balance, solved numerically with $\bar v=400$ m/s, gives the same ratio.

At one quarter, one half and three quarters of the depth the model gives a growth relative to the top of 0.67, 0.48 and 0.37. The profile flattens downwards because the flux at any depth has to supply only the surfaces below it. Near the bottom little surface remains to be supplied.

If the bottom did not consume molecules, $\beta$ would be zero in the bottom condition and the ratio would be $1/\cosh\phi=0.343$. Consumption by the bottom lowers the result by about 4% of that value.

### Limiting cases

For $\phi\ll1$ and $\beta\ll1$, $\cosh\phi\approx1+\phi^2/2$ and $(\beta/\phi)\sinh\phi\approx\beta$, so
$$
\frac{G_{\rm bottom}}{G_{\rm top}}\approx1-\frac{3sa^2}{2}-\frac{3sa}{4}.
$$
The growth is then nearly uniform. For $\phi\gg1$, both hyperbolic functions approach $e^\phi/2$, and the ratio becomes $2e^{-\phi}/(1+\beta/\phi)$, with $\beta/\phi=\sqrt{3s}/4$. The diffusion picture still requires $s\ll1$, so that the density changes little over one diameter. It also fails in deep holes, because rare flights almost parallel to the axis cover many diameters at once, and their contribution falls off only as a power of the depth. The centre of the bottom receives the fraction $1/(4a^2+1)$ of the outside flux directly. For $s=0.01$ and $a=100$ this alone is $2.5\times10^{-5}$, whereas the exponential formula gives only $6\times10^{-8}$. The direct flux is a lower bound: molecules that get deep into the hole strike the bottom and the nearby wall many times before they stick, and the ballistic calculation described below gives $1.5\times10^{-4}$ of the outside flux at the bottom. The failure sets in well before this depth. For $s=0.01$ the formula lies about 20% below the ballistic ratio at $a=30$ and gives about half of it at $a=40$. To keep $\phi$ fixed when the aspect ratio doubles, the sticking probability must fall to one quarter.

## Comparison of the estimate and the solution

The estimate 0.37 lies about 12% above the model result 0.330. This closeness comes from two omissions that partly cancel.

First, the decay length of the model is $L/\phi=d/\sqrt{3s}\approx577$ nm, shorter than the estimated 1000 nm by a factor $\sqrt3$. A simple exponential with the correct length would give $e^{-\phi}=\cosh\phi-\sinh\phi=0.177$, which is much too low.

Second, the hole is closed. Molecules that reach the bottom mostly return and raise the density there. For an inert bottom,
$$
\frac1{\cosh\phi}=\frac{2e^{-\phi}}{1+e^{-2\phi}},
$$
which raises 0.177 to 0.343. The weak consumption at the bottom then brings the value to 0.330. The scaling argument identifies the main combination $a\sqrt s$, but its numerical agreement at this point should not be expected for deeper holes, where the two exponentials separate.

## Growth relative to the outside surface

If "top" means the flat surface outside the hole, the density drop at the mouth must be included. Let $J_+$ and $J_-$ be the one-way fluxes into and out of the hole at the mouth. Their difference is the net flux $J_0$, and for a nearly isotropic gas their sum is $n_0\bar v/2$. Adding the two relations gives $J_+=n_0\bar v/4+J_0/2$. The incoming flux is supplied by the outside gas of density $n_{\rm out}$, so $J_+=n_{\rm out}\bar v/4$.

The slope of the profile at the mouth gives
$$
J_0=\frac DL\,K n_0,\qquad
K=\frac{\phi\sinh\phi+\beta\cosh\phi}{\cosh\phi+(\beta/\phi)\sinh\phi}=1.635 .
$$
Since $D/L=\bar v/(3a)$, division by $n_0\bar v/4$ yields
$$
\frac{n_{\rm out}}{n_0}=1+\frac{2K}{3a}=1.109,\qquad \frac{n_0}{n_{\rm out}}=0.902 .
$$
The bottom therefore grows at $0.902\times0.330=0.297$ of the rate on the outside surface.

## Accuracy of the diffusion picture

The diffusion equation replaces individual flights by a local gradient law, although the density here changes over a decay length of only about six diameters. A ballistic calculation avoids this step. It balances the fluxes exchanged directly between the mouth, narrow wall rings and the bottom, with the same sticking probability and diffuse re-emission, taken as uniform over the bottom.

It gives a bottom-to-top ratio of 0.314. The diffusion-reaction value is 5% higher, relative to the ballistic one. Relative to the outside surface, the ballistic bottom growth is 0.287, against 0.297 in the model. Tracing individual molecules gives $0.285\pm0.003$ (one standard error), in agreement with the ballistic value. The ratio is thus best quoted as about 0.3. The second digit of the model value is not reliable, since the ballistic ratio is 0.31 and not 0.33.

## When the surface saturates

In a self-limiting atomic-layer dose, occupied sites no longer accept molecules. Let $\theta_c$ be the local coverage, and let the sticking probability be $s(1-\theta_c)$. If the gas adjusts quickly to the changing coverage, and the density $n_0$ at the mouth is held constant, then
$$
\frac{d\theta_c}{d\tau}=\frac{n}{n_0}(1-\theta_c),
$$
where $\tau$ is the dose in units of the time in which the coverage at the mouth reaches $1-1/e$. The density $n$ follows from the slice balance with the local sticking probability.

For a short dose $n$ is still the profile found above, and the coverage ratio is 0.33. As the upper wall fills, it consumes less and more molecules reach the bottom. The computed bottom-to-top coverage ratio is 0.52 at $\tau=1$, 0.85 at $\tau=3$ and 0.975 at $\tau=5$. At $\tau=20$ it equals one to the four decimals given in the numerical output. The value of about 0.3 therefore applies to the start of continuous growth with constant $s$, before the hole narrows noticeably, and to short, unsaturated doses. In this model, where saturating adsorption is the only loss, a sufficiently long self-limiting dose coats the bottom as thickly as the top. If the species is also lost on covered walls, for example by recombination of radicals or by decomposition, the density at the bottom stays depleted and this conclusion need not hold.

## Calculated quantities

```
sticking probability: 0.01
aspect ratio depth/diameter: 10
diameter: 100 nm
depth: 1000 nm
mean thermal speed: 400 m/s
mean flight length / diameter: 1.000000
mean square axial step / diameter^2: 0.666667
D/(d v) by quadrature: 0.333333
Knudsen diffusivity D: 1.3333e-05 m^2/s
surface loss velocity k: 1.000 m/s
phi squared: 3.0000
phi: 1.7321
beta: 0.0750
beta/phi: 0.0433
cosh(phi): 2.9146
sinh(phi): 2.7377
denominator: 3.0331
growth relative to top at z/L=0.25: 0.6735
growth relative to top at z/L=0.5: 0.4752
growth relative to top at z/L=0.75: 0.3675
bottom-to-top growth ratio, model: 0.3297
same by finite-volume balance: 0.3297
ratio in percent: 33.0 %
growth rate at inside top: 1.00 nm/min
growth rate at bottom: 0.330 nm/min
ratio with inert bottom: 0.3431
uptake number K: 1.6354
inside top / outside surface, model: 0.9017
bottom / outside surface, model: 0.2973
inside top / outside surface, ballistic: 0.9132
bottom / outside surface, ballistic: 0.2867
bottom / outside surface, traced: 0.2849
standard error of traced value: 0.0034
bottom-to-top ratio, ballistic: 0.3139
model ratio minus ballistic: 5.0 % of ballistic
self-limiting coverage ratio at dose 0.01: 0.3308
self-limiting coverage ratio at dose 1.00: 0.5175
self-limiting coverage ratio at dose 3.00: 0.8538
self-limiting coverage ratio at dose 5.00: 0.9751
self-limiting coverage ratio at dose 20.00: 1.0000
```
